# Two-source Aharonov–Bohm oscillations in electron current cross-correlations

## A flux that the mean current does not see

In a model edge-channel interferometer at 20 mK, with two sources biased at 10 µV, the mean current at detector 5 is 0.194 nA at every value of the magnetic flux through the loop. The cross-correlator of the currents at detectors 5 and 7 behaves differently. At one flux it is \(-20.5\times10^{-30}\,\mathrm{A^2/Hz}\). After a field change of 0.041 mT, half a period, it is \(-0.011\times10^{-30}\,\mathrm{A^2/Hz}\).

The two sources share no phase, and no single electron can go around the loop. The flux enters through the exchange of two electrons, and the noise is the lowest-order quantity that records it.

## Geometry and assumptions

Source splitter C has inputs 1 and 2; source splitter D has inputs 3 and 4. Each sends one arm to detector splitter A, with outputs 5 and 6, and one arm to detector splitter B, with outputs 7 and 8. The arms CA, AD, DB and BC close a loop with flux \(\Phi\).

Reservoirs 2 and 3 are held at electric potential \(-V\), with \(V>0\), so that their electrons have chemical potential higher by \(eV\). All other reservoirs are grounded, and all have temperature \(T\). The assumptions are:

- Each edge carries one spin-resolved channel in one direction. Electrons emitted by the detector contacts go to grounded drains and do not re-enter the loop.
- Electrons do not interact, and the splitters are unitary and independent of energy.
- The reservoirs are mutually uncorrelated.

Here \(e>0\), the electron charge is \(-e\), and \(\Phi_0=h/e\). Currents are counted positive when electrons arrive. The zero-frequency noise is
\[
S_{\alpha\beta}=2\int dt\,\langle\delta I_\alpha(t)\,\delta I_\beta(0)\rangle .
\]

Let \(T_C\) and \(T_D\) be the probabilities that electrons from sources 2 and 3 go to A. Let \(T_A\) and \(T_B\) be the probabilities that electrons arriving from C leave at 5 and 7. In each case \(R=1-T\). By unitarity, electrons arriving from D leave at 5 and 7 with probabilities \(R_A\) and \(R_B\).

## One path per source and detector

Write \(A_{5C}\) for the amplitude of splitter A from arm CA to output 5, and similarly for the others. The amplitudes needed are
\[
\begin{aligned}
s_{52}&=A_{5C}\,e^{i\varphi_{CA}}C_{A2}, & s_{72}&=B_{7C}\,e^{i\varphi_{CB}}C_{B2},\\
s_{53}&=A_{5D}\,e^{i\varphi_{DA}}D_{A3}, & s_{73}&=B_{7D}\,e^{i\varphi_{DB}}D_{B3}.
\end{aligned}
\]
Each is a single product, because one path joins each source to each detector. An arm phase is
\[
\varphi=kL-\frac e\hbar\int\mathbf A\cdot d\mathbf l ,
\]
and it drops out of every \(|s_{\alpha\gamma}|^2\).

The electrons arriving at detector \(\alpha\) are described by \(b_\alpha(E)=\sum_\gamma s_{\alpha\gamma}a_\gamma(E)\). The reservoirs obey
\[
\langle a_\gamma^\dagger(E)a_\delta(E')\rangle=\delta_{\gamma\delta}\,\delta(E-E')f_\gamma(E),
\]
so that
\[
\langle b_\alpha^\dagger(E)b_\beta(E')\rangle=\delta(E-E')G_{\alpha\beta},\qquad
G_{\alpha\beta}=\sum_\gamma s^*_{\alpha\gamma}s_{\beta\gamma}f_\gamma .
\]

The grounded detector contact emits with occupation \(f_0\). Its net mean current is therefore \((e/h)\int(G_{\alpha\alpha}-f_0)\,dE\). Since \(\sum_\gamma|s_{\alpha\gamma}|^2=1\), and with \(h_\gamma=f_\gamma-f_0\),
\[
I_\alpha=\frac eh\int dE\sum_\gamma|s_{\alpha\gamma}|^2h_\gamma .
\]
Only \(h_2=h_3\) are nonzero, and their integral is \(eV\) at any temperature. Hence
\[
I_5=\frac{e^2V}{h}\left(T_AT_C+R_AT_D\right).
\]
The other outputs follow in the same way, and none contains \(\Phi\).

## The noise formula

The operator for the arriving current is
\[
I_\alpha(t)=\frac eh\int dE\,dE'\,e^{i(E-E')t/\hbar}\,b^\dagger_\alpha(E)b_\alpha(E').
\]
The reservoirs are Gaussian, so Wick's theorem applies. With arguments \(E_1,\dots,E_4\), the connected part of \(\langle b^\dagger_\alpha b_\alpha b^\dagger_\beta b_\beta\rangle\) is
\[
\langle b^\dagger_\alpha(E_1)b_\beta(E_4)\rangle\langle b_\alpha(E_2)b^\dagger_\beta(E_3)\rangle .
\]
The second factor equals \(\delta(E_2-E_3)[\delta_{\alpha\beta}-G_{\beta\alpha}]\) by the anticommutator. The time integral of \(e^{i(E_1-E_2)t/\hbar}\) gives \(h\,\delta(E_1-E_2)\), which cancels one factor of \(1/h\):
\[
S_{\alpha\beta}=\frac{2e^2}{h}\int dE\,G_{\alpha\beta}\left(\delta_{\alpha\beta}-G_{\beta\alpha}\right).
\]

For \(\alpha\ne\beta\), \(G_{\beta\alpha}=G^*_{\alpha\beta}\). Unitarity also gives \(\sum_\gamma s^*_{\alpha\gamma}s_{\beta\gamma}=0\), so \(f_0\) can be subtracted from every \(f_\gamma\):
\[
S_{\alpha\beta}=-\frac{2e^2}{h}\int dE\left|\sum_\gamma h_\gamma s^*_{\alpha\gamma}s_{\beta\gamma}\right|^2 .
\]
The correlator is never positive, and it vanishes without bias.

For \(\alpha=\beta\), \(G_{\alpha\alpha}\) contains only moduli. The contact's own emission adds \((2e^2/h)\int f_0(1-f_0)\,dE=2e^2kT/h\), which is uncorrelated with the arrivals. The autocorrelators are thus independent of flux.

Outputs on the same side do not see the flux either. In \(s_{52}^*s_{62}\) the phase \(\varphi_{CA}\) cancels, and in \(s_{53}^*s_{63}\) the phase \(\varphi_{DA}\) cancels. Orthogonality of the rows of A gives \(A^*_{5C}A_{6C}=-A^*_{5D}A_{6D}\), so
\[
S_{56}=-\frac{2e^2}{h}T_AR_A(T_C-T_D)^2\int h_2^2\,dE .
\]

## Where the flux enters

For outputs 5 and 7 the sum has two terms, \(a=s^*_{52}s_{72}\) and \(b=s^*_{53}s_{73}\). Their squared moduli are
\[
P=|a|^2=T_AT_B\,T_CR_C,\qquad Q=|b|^2=R_AR_B\,T_DR_D .
\]
In \(|a+b|^2=P+Q+2\,\mathrm{Re}(a^*b)\) the last term contains
\[
a^*b=s_{52}\,s^*_{72}\,s^*_{53}\,s_{73},
\]
whose phase is
\[
\theta=\chi_s+\varphi_{CA}-\varphi_{DA}+\varphi_{DB}-\varphi_{CB},
\]
where \(\chi_s\) comes from the splitters. The signs follow the closed path C→A→D→B→C. With \(\Phi\) counted in that direction, the vector potential contributes \(-(e/\hbar)\oint\mathbf A\cdot d\mathbf l=-2\pi\Phi/\Phi_0\).

Measure \(E\) from the middle of the bias window and take a common edge velocity \(v\). Then \(kL=k_cL+EL/\hbar v\), and
\[
\theta(E)=\theta_c+\frac{E\tau}{\hbar},\quad
\theta_c=\chi-2\pi\frac{\Phi}{\Phi_0},\quad
\tau=\frac{L_{CA}-L_{CB}-L_{DA}+L_{DB}}{v},
\]
with the constants \(k_cL\) absorbed in \(\chi\).

Each source appears in \(a^*b\) once with its amplitude and once with the conjugate. A random phase given to source 3 multiplies both \(s_{53}\) and \(s_{73}\) and cancels. Independent sources therefore suffice. Both must be on: if \(h_3=0\), one term is left and its modulus has no flux.

The function \(h_2^2\) is even in \(E\), because \(f(-x)=1-f(x)\) for a Fermi function centred at zero. The sine part of \(\cos(\theta_c+E\tau/\hbar)\) thus integrates to zero, and
\[
S_{57}=-\frac{2e^2}{h}\left[(P+Q)F(0)+2\sqrt{PQ}\,F(\tau)\cos\theta_c\right],
\]
\[
F(\tau)=\int dE\,h_2^2\cos\frac{E\tau}{\hbar}.
\]
This is the oscillation with period \(h/e\). It requires \(PQ\ne0\) and \(F(\tau)\neq0\).

For outputs 5 and 8, \(s^*_{72}s_{73}\) is replaced by \(s^*_{82}s_{83}\). Orthogonality of the columns of B, \(B^*_{7C}B_{7D}+B^*_{8C}B_{8D}=0\), makes the new interference term the negative of the old one. In \(P\) and \(Q\), \(T_B\) and \(R_B\) are exchanged. The sum
\[
S_{57}+S_{58}=-\frac{2e^2}{h}F(0)\left(T_AT_CR_C+R_AT_DR_D\right)
\]
has no flux term. Detector 5 is correlated with the whole of side B in a fixed amount; the flux decides how this is shared between 7 and 8.

## Temperature and unequal arms

Let \(f\) be the biased occupation. Expanding both sides confirms
\[
(f-f_0)^2=f(1-f_0)+f_0(1-f)-f(1-f)-f_0(1-f_0).
\]
The first two terms have the ratio \(e^{eV/kT}\) and the difference \(f-f_0\). Their sum is therefore \((f-f_0)\coth(eV/2kT)\).

For the last two, use \(f(1-f)=-kT\,f'\). For a Fermi function centred at zero, set \(p=f(E)\), so \(E=kT\ln[(1-p)/p]\). With \(\kappa=kT\tau/\hbar\),
\[
g=\int(-f')e^{iE\tau/\hbar}dE=\int_0^1\left(\frac{1-p}{p}\right)^{i\kappa}dp
=\Gamma(1+i\kappa)\Gamma(1-i\kappa)=\frac{\pi\kappa}{\sinh\pi\kappa}.
\]

The two actual steps lie at \(\pm eV/2\) and carry the factors \(e^{\pm iy}\), with \(y=eV\tau/2\hbar\). The terms \(f(1-f)+f_0(1-f_0)\) transform into \(2kT\,g\cos y\). Integration by parts gives
\[
\frac{i\tau}{\hbar}\int(f-f_0)e^{iE\tau/\hbar}dE=g\left(e^{iy}-e^{-iy}\right)=2ig\sin y .
\]
Collecting the parts,
\[
F(\tau)=\frac{\pi\kappa}{\sinh\pi\kappa}\left[\coth\frac{eV}{2kT}\,\frac{2\hbar\sin y}{\tau}-2kT\cos y\right].
\]

For equal total delays, \(F(0)=eV\coth(eV/2kT)-2kT\). At zero temperature \(F(\tau)=eV\sin y/y\): electrons across the bias window acquire different loop phases.

For \(eV\ll kT\), put \(u=eV/2kT\), so \(y=2u\kappa/2=u\kappa\). To second order in \(u\), the bracket is
\[
2kT\left[1+\frac{u^2}{3}-\frac{y^2}{6}-1+\frac{y^2}{2}\right]
=\frac{2kTu^2}{3}(1+\kappa^2).
\]
Thus \(F(0)\to(eV)^2/6kT\), and \(F(\tau)/F(0)\to(1+\kappa^2)\pi\kappa/\sinh\pi\kappa\). For matched arms, heating weakens the signal but leaves \(F(\tau)/F(0)=1\). For mismatched arms, the relative oscillation disappears once \(\kappa\gg1\). It need not fall steadily on the way: at \(y=\pi\), \(F(\tau)\) is zero at \(T=0\) and positive at any finite temperature.

## The two-electron reading

At \(T=0\) and \(\tau=0\), sources 2 and 3 each emit one electron per time \(h/eV\) on average. For one such pair the outgoing state is
\[
\sum_{ij}s_{i2}s_{j3}\,b_i^\dagger b_j^\dagger|0\rangle .
\]
The terms \((i,j)=(5,7)\) and \((7,5)\) lead to the same final state, with opposite sign because the operators anticommute. The coincidence probability is
\[
P_{57}=|s_{52}s_{73}-s_{53}s_{72}|^2 .
\]
Neither history encircles the loop alone. Together their four legs cover all four arms, so their relative phase contains \(\Phi\).

With \(n_\alpha=|s_{\alpha2}|^2+|s_{\alpha3}|^2\), expanding the squares gives
\[
P_{57}=n_5n_7-|s^*_{52}s_{72}+s^*_{53}s_{73}|^2 .
\]
Therefore \(S_{57}=(2e^3V/h)(P_{57}-n_5n_7)\): the noise compares the coincidence probability with the product of the mean counts, and it is never positive. Part of this deficit is not due to exchange. With half splitters, two independent electrons would coincide at 5 and 7 with probability 1/8, while \(n_5n_7=1/4\), because each electron can be detected only once. Exchange adds the part that depends on the flux.

For half splitters \(n_\alpha=1/2\) and \(P=Q=1/16\), so
\[
P_{57}=\frac14-\frac{1+\cos\theta_c}{8}=\frac{1-\cos\theta_c}{8},\qquad
P_{58}=\frac{1+\cos\theta_c}{8}.
\]
At \(\theta_c=0\) the pair never reaches 5 and 7 together and reaches 5 and 8 with probability 1/4. Half a flux quantum later the roles are reversed.

## A time-domain test

The charge covariances were also computed in the time domain, by sending thermal electrons through splitters with explicit delays. The covariance was formed from the one-particle correlation matrix by Wick's theorem, so this tests the phases, delays and thermal integrals, not the Wick step; its growth rate corresponds to \(S_{\alpha\beta}/2e^2\). The inputs were \(T_A=0.35\), \(T_B=0.60\), \(T_C=0.55\), \(T_D=0.70\), delays of 6, 4, 5 and 7 time bins in arms CA, CB, DA and DB, \(kT=0.1\) and \(eV=0.8\), with energies in \(\hbar\) per bin. At four flux phases, 0, 1.3, 2.9 and 4.6 rad, the 5–7 and 5–8 covariances agreed with the formula within \(1.7\times10^{-17}\) per bin. The 5–7 value varied by 0.0126 per bin between these fluxes. The mean currents varied by \(1.1\times10^{-16}\), and the 5–7 covariance with source 3 off by \(3.5\times10^{-18}\), both at rounding level.

## Reading the example

All splitters are half splitters, so
\[
I_5=\frac{e^2V}{2h}=0.194\ \mathrm{nA},\qquad
S_{57}=-\frac{e^2}{4h}\left[F(0)+F(\tau)\cos\theta_c\right].
\]
The arms CA and DB are 8.5 µm long; CB and DA are 8.0 µm. The mismatch is \(8.5-8.0-8.0+8.5=1.0\) µm, which at \(10^5\) m/s gives \(\tau=10\) ps. Then \(y=0.076\) and \(\pi\kappa=0.082\), both small.

With \(kT=1.72\) µeV, the thermal formula gives \(F(0)=6.614\) µeV and \(F(\tau)=6.606\) µeV. The zero-temperature scale \(e^3V/4h\) is \(15.52\times10^{-30}\,\mathrm{A^2/Hz}\). The strongest correlation is
\[
S_{57}=-15.52\times\frac{6.614+6.606}{10}\times10^{-30}
=-20.5\times10^{-30}\ \mathrm{A^2/Hz}.
\]
Temperature thus lowers the mean level to 66% of its zero-temperature value, while the visibility \(F(\tau)/F(0)\) stays at 0.999. The small remainder at half a flux quantum, \(-0.011\times10^{-30}\,\mathrm{A^2/Hz}\), comes from the difference between \(F(0)\) and \(F(\tau)\).

The loop area is held at 50 µm² while the field varies around 5 T, so one period is \(\Phi_0/(50\ \mathrm{\mu m^2})=0.083\) mT. A quarter period from either extreme, \(\cos\theta_c=0\) and \(S_{57}=S_{58}=-10.26\times10^{-30}\,\mathrm{A^2/Hz}\).

## What breaks the result

**Leakage.** Let output 8 leak into input 4 with probability \(\varepsilon\), along a link beside arm DB. An electron from source 2 can now reach 5 directly, with amplitude of modulus 1/2, or through B, the leak, D and A. The second path passes four half splitters and has modulus \(\sqrt\varepsilon/4\). The two paths enclose \(\Phi\). Their interference has amplitude \(2\cdot\frac12\cdot\sqrt\varepsilon/4=\sqrt\varepsilon/4\), against a mean of 1/2. At one energy, the relative oscillation of the current is therefore \(\sqrt\varepsilon/2\) to leading order. For \(\varepsilon=0.01\) this is 0.050; solving the leaky network at one energy with all repeated passes, for a link phase of \(\pi/2\), gives 0.0497. The mean current also averages over the bias window. If the link is as long as DB, the second path is longer by \(8.0+8.5+8.0-8.5=16\) µm, a delay of 160 ps. The integral of \((f-f_0)e^{iE\tau/\hbar}\) found above, divided by \(eV\), is \(g\sin y/y\). At this delay \(y=1.22\) and \(\pi\kappa=1.32\), so the factor is 0.59 and the oscillation is about 0.03. A one-percent leak is enough to spoil the flux independence at the three-percent level.

**Phase jitter.** If the loop phase fluctuates slowly with a Gaussian spread \(\sigma\), then \(\langle\cos(\theta_c+\delta)\rangle=e^{-\sigma^2/2}\cos\theta_c\). For \(\sigma=0.5\) rad the factor is 0.88. The extremes of \(S_{57}\) move to about \(-19.3\) and \(-1.2\), in units of \(10^{-30}\,\mathrm{A^2/Hz}\). The mean currents do not change.

**Real edge-channel devices.** The numbers chosen are rough values for integer quantum Hall interferometers: micrometre arms, tens of millikelvin, microvolts and a few tesla. With a mass of \(0.07\,m_e\) and \(g=0.4\), the Landau gap is 8.3 meV and the bare spin gap 116 µeV, or 67 \(kT\), so thermal excitation across either gap is negligible. Disorder is a stricter limit: for a quantum lifetime \(\tau_q=3\) ps the level broadening \(\hbar/2\tau_q\) is 110 µeV, close to the bare spin gap. The single-channel description therefore assumes filling factor one and a spin gap larger than the broadening. At 1 MHz, \(hf/eV=4\times10^{-4}\), which supports the zero-frequency limit. For a saddle-point splitter with transmission \(1/(1+e^{-2\pi E/w})\) and \(w=0.5\) meV, the transmission shifts by \(\delta=0.016\) at the edge of the bias window. If A and B shift together, \(2\sqrt{PQ}/(P+Q)=(1-4\delta^2)/(1+4\delta^2)\), a loss of about 0.002 at that energy. Averaged over the window, the visibility falls from 0.9989 to 0.9982, and the remainder at half a flux quantum changes from \(-0.011\) to \(-0.019\), in units of \(10^{-30}\,\mathrm{A^2/Hz}\). The weak assumption is the absence of interactions. The unscreened Coulomb energy of two charges 8 µm apart, with relative permittivity 12, is 15 µeV, which is 1.5 times the bias energy. Screening by gates lowers it, but it cannot be called small. Interactions can dephase the loop, and the present model does not give the size of that loss; the jitter estimate shows only how a given phase spread would act. The visibility of 0.999 is therefore a value for free electrons and energy-independent splitters, and not a prediction for a device.

## Computed values

```
Network: largest formula error = 1.7e-17 per bin
Network: flux swing of 5-7 covariance = 0.01256 per bin
Network: largest swing of mean currents = 1.1e-16 per bin
Network: swing with one source off = 3.5e-18 per bin
Bias V = 10.0 uV; temperature = 20.0 mK
Thermal energy kT = 1.7235 ueV
Edge velocity = 1.0e+05 m/s
Arms CA, CB, DA, DB = 8.5 8.0 8.0 8.5 um
Path mismatch = 1.00 um; delay tau = 10.00 ps
eV tau/(2 hbar) = 0.07596
pi kT tau/hbar = 0.08226
Loop area = 50.0 um^2; field = 5.0 T
Field period = 0.08271 mT
Mean current at output 5 = 0.19370 nA
F(0) = 6.61366 ueV; F(tau) = 6.60648 ueV
Noise visibility F(tau)/F(0) = 0.99891
Zero-temperature visibility = 0.99904
Zero-T scale e^3 V/(4h) = 15.5173 e-30 A^2/Hz
Phase origin: Phi = 0 is the strongest 5-7 correlation
Phi/Phi0=0.00: S57=-20.5140, S58=-0.0112 e-30 A^2/Hz
Phi/Phi0=0.25: S57=-10.2626, S58=-10.2626 e-30 A^2/Hz
Phi/Phi0=0.50: S57=-0.0112, S58=-20.5140 e-30 A^2/Hz
Phi/Phi0=0.75: S57=-10.2626, S58=-10.2626 e-30 A^2/Hz
Pair, Phi/Phi0=0.00: P57=0.0000, P58=0.2500
Pair, Phi/Phi0=0.25: P57=0.1250, P58=0.1250
Pair, Phi/Phi0=0.50: P57=0.2500, P58=0.0000
Coulomb energy (eps_r=12, 8 um) = 15.00 ueV
Coulomb energy / eV = 1.500
Leak 0.01: mean-current visibility = 0.0497
Leak 0.01: leading-order estimate = 0.0500
Phase jitter 0.5 rad: visibility factor = 0.8825
Splitter width 0.5 meV: T shift at edge = 0.0157
Landau gap (mass 0.07 m_e) = 8.269 meV
Spin gap (g = 0.4) = 115.77 ueV
Spin gap / kT = 67.2
hf/eV at 1 MHz = 4.14e-04
```
